Adiabatic self-heating of a ferroelectric with a square hysteresis loop

**Problem**

A ferroelectric film has a square hysteresis loop with remanence P_r = 30 µC/cm² and coercive field E_c = 0.05 MV/cm. Its heat capacity per volume at zero field is c = 3 J/(cm³ K). It starts at T₀ = 300 K, at zero field, with polarization +P_r. The field is driven once through a sine cycle with peak value 0.1 MV/cm, first towards negative values. No heat leaves the film.

(a) By how much has the film warmed when the cycle is complete?

(b) The remanence falls with temperature at the rate α = −dP_r/dT = 0.03 µC/(cm² K). At which points of the cycle does the temperature change, and by how much?

E and P are components along one axis, normal to the film. The substrate fixes the in-plane strain and the top surface is free of stress, so no mechanical work is done; c is the heat capacity under these conditions. E_c is the coercive field at the frequency of the drive.

**Hints**

1. Find the electrical work per volume from the voltage and the charge on the electrodes. Which part of it survives a closed cycle of the field?

2. Follow the sign of E and the sign of the change in P on each vertical side of the loop.

3. The first and last states are both at zero field. What does this say about the difference of their internal energies?

4. For (b), a field change without switching is reversible, so it conserves entropy when no heat flows. Switching is irreversible, but it happens at a fixed field. Which energy function is then conserved?

**Solution to (a)**

Let the film have area A and thickness d. The voltage is Ed and the electrode charge is A(ε₀E + P), so the source does the work

dW/(Ad) = ε₀E dE + E dP.

The first term is the change of ε₀E²/2, which returns to its initial value when the field does. Leaving this vacuum energy out of the internal energy density u, the first law reads

du = δq + E dP,

where δq is the heat received per volume. The term E dP has the same form in SI and in atomic units; in the latter ε₀ is 1/(4π).

Now go round the loop, taking P_r and E_c as constant for the moment. On the horizontal sides P does not change, so no work is done. At E = −E_c the polarization goes from +P_r to −P_r:

w₁ = (−E_c)(−2P_r) = 2P_rE_c.

At E = +E_c it goes back:

w₂ = (+E_c)(+2P_r) = 2P_rE_c.

Both contributions are positive because the polarization changes in the direction of the field each time. The total is

w = w₁ + w₂ = 4P_rE_c.

With δq = 0, this work is the change in u. The cycle ends at zero field on the branch where it began, but at a higher temperature. The two end states can be joined by heating at E = 0, where E dP vanishes and du = c dT. For constant c, therefore,

cΔT = 4P_rE_c,

ΔT = 4P_rE_c/c.

One µC/cm² times one MV/cm is 10⁻⁶ C/cm² × 10⁶ V/cm = 1 J/cm³. The numbers are

w = 4 × 30 × 0.05 = 6 J/cm³,

ΔT = 6/3 = 2 K.

The work density is 3.7 × 10⁻⁵ eV/Å³ in microscopic units. Each reversal contributes half of the heating, 1 K.

The peak field does not enter, provided that it exceeds E_c. Below E_c the ideal loop does not switch, and a full cycle leaves no heat. If the film were held at constant temperature instead, u would return to its initial value and the 6 J/cm³ would leave as heat.

**Solution to (b)**

Let s = +1 or −1 label the two branches, with P = sP_r(T). The free energy density g = u − TS − EP obeys dg = −S dT − P dE when no mechanical work is done. Integrating P = −∂g/∂E at fixed T gives

g = g₀(T) − sP_r(T)E.

The entropy density follows from S = −∂g/∂T:

S = S₀(T) − sαE.

At zero field c = T dS₀/dT. For constant c this gives S₀ = c ln T + constant.

*The opposing field.* On the initial branch, s = +1, the field goes from 0 to −E_c. Conservation of S gives

c ln T₀ = c ln T₁ + αE_c,

T₁ = T₀ exp(−αE_c/c) ≈ T₀(1 − αE_c/c).

The exponent is small, so its linear term suffices. The film cools by

T₀αE_c/c = 300 × 0.03 × 0.05/3 = 0.15 K.

This is the electrocaloric effect. An opposing field raises the field-dependent part of the entropy, so at constant total entropy the thermal part S₀ must fall.

*The switching.* At fixed E and without heat flow, du = E dP means that u − EP is conserved. From the definition of g,

u − EP = g + TS = u₀(T) − sE(P_r + αT),

where u₀ = g₀ + TS₀. Since dg₀/dT = −S₀, we have du₀/dT = T dS₀/dT = c, and u₀ = cT + constant. If P_r falls linearly with T, the sum K = P_r + αT does not depend on T. With E = −E_c and s going from +1 to −1,

cT₁ + E_cK = cT₂ − E_cK,

T₂ − T₁ = 2E_c(P_r + αT)/c = 2 × 0.05 × (30 + 9)/3 = 1.3 K.

*The aligned field.* After switching, field and polarization are parallel. Going on from −E_c to the peak, a further 0.05 MV/cm, warms the film reversibly by about 0.15 K, and returning to −E_c undoes this. Taking the field from −E_c to zero then gives, with s = −1,

c ln T₂ − αE_c = c ln T₃.

The film cools again, by 0.15 K to leading order. The first reversal adds up to

(−TαE_c + 2P_rE_c + 2TαE_c − TαE_c)/c = 2P_rE_c/c,

or −0.15 + 1.3 − 0.15 = 1.0 K. The second reversal repeats this with all signs of E and P exchanged. The electrocaloric terms change the course of the temperature but cancel in the sum to leading order.

The film cools on the way from zero field to the switching, and again on the final return to zero field, although almost no work is done on these horizontal parts of the loop. Adding EP to u − EP gives u = u₀(T) − sαTE. As an opposing field grows, or an aligned field is removed, the last term rises and u₀ falls: energy moves out of the thermal part while u stays nearly constant.

**How constant are P_r and E_c?**

To go beyond leading order, let E_c also fall, by 0.00015 MV/cm per kelvin. I followed the sine cycle numerically in small field steps, conserving S between switchings and u − EP at each switching. The temperatures are:

- before the first switching: 299.85 K
- after the first switching: 301.15 K
- after half a cycle: 301.00 K
- after the full cycle: 301.996 K

The rise is 1.996 K, which is 0.004 K below the simple formula. The first reversal still gives 1.00 K. The second runs about 1 K warmer than the first at each stage, so its P_r is lower by 0.1% and its E_c by 0.3%. The heating of a reversal is proportional to P_rE_c to leading order, so the second gives about 0.4%, or 0.004 K, less than the first. The simple formula loses accuracy when P_r, E_c or c changes appreciably within one cycle, as can happen close to the Curie temperature.

**Comparison with a real film**

The parameters are rough but ordinary values for lead zirconate titanate films. The peak field is about a tenth of a rough breakdown field of 1 MV/cm. For a cycle of 1 µs, E_c needs particular care, since coercive fields generally rise with frequency. Suppose the 0.05 MV/cm had been measured at 1 kHz, and E_c grows as frequency to the power 0.05, a rough assumption. At 1 MHz it is then larger by the factor 1000^0.05 = 1.41, which is still below the peak field, and the heating rises by 0.8 K to about 2.8 K. With an exponent above about 0.1, E_c would exceed the peak field and the ideal loop would not switch.

Dielectric loss adds less. If the linear response lags the field, with imaginary permittivity ε″, its work per cycle is

ε₀ε″E₀² ∫₀^{2π} sin²θ dθ = πε₀ε″E₀²,

where E₀ is the peak field. The in-phase part integrates to zero. For relative permittivity 1000 and loss tangent 0.02, ε″ = 20 and the extra heating is 0.02 K. This uses a small-signal ε″, so above the coercive field it is only an order of magnitude.

A permittivity of 1000 also means that the branches of a real loop are not horizontal: ε₀ε_rE is 4.4 µC/cm² at E_c and 8.9 µC/cm² at the peak. A linear, lossless, temperature-independent response leaves the loop area and the steps of (b) unchanged. A permittivity that depends on temperature adds the entropy ε₀(dε_r/dT)E²/2, which shifts the electrocaloric steps. For example, with a quartic Landau energy fitted to the same P_r, α and ε_r, and switching imposed at E_c, the first reversal runs about −0.19, +1.31 and −0.13 K, the warming from −E_c to the peak is about 0.11 K, and the full cycle gives 1.97 K. The total is thus much less sensitive than the separate steps. In (b), α must also be the reversible pyroelectric slope under the same clamping, which need not equal the slope of remanence read from loops at different temperatures.

Heat loss and a rounded loop are treated below.

**Variation 1: a film on a heat sink**

*The film is 10000 nm thick. Its lower face is held at 300 K, its upper face is insulated, and its thermal diffusivity is D = 0.005 cm²/s. How much of the 2 K is lost during one cycle of 1 µs? What happens under continuous cycling?*

Treat each switching as a uniform temperature step θ₀ = 1 K and neglect the smaller electrocaloric steps. While √(Dt) is much less than d, the upper face has negligible influence, and at distance x from the sink the excess temperature is θ₀ erf[x/(2√(Dt))]. With conductivity k = Dc, the heat flux into the sink is kθ₀/√(πDt). Integrating over time and dividing by the deposited heat cθ₀d gives the lost fraction

f = (2/d)√(Dt/π).

The field reaches half its peak, and the film switches, at 1/12 and 7/12 of the period. At the end of the cycle the two steps are therefore 11/12 µs and 5/12 µs old. With d = 10⁻³ cm the mean lost fraction is 6.4%, or 0.13 K. The neglected electrocaloric steps keep the film warmer while field and polarization are aligned; including them raises the loss to about 7%, or 0.14 K. About 1.9 K remains in either case.

Under continuous cycling the mean heating power is q = 6 J/cm³ per µs = 6 × 10⁶ W/cm³. The steady excess temperature θ, averaged over a cycle, obeys kθ″ = −q, with θ = 0 at x = 0 and θ′ = 0 at x = d. Hence

θ(x) = (q/k)(xd − x²/2).

Its average over the thickness is (q/k)(d²/2 − d²/6) = qd²/(3k). With k = 0.005 × 3 = 0.015 W/(cm K),

6 × 10⁶ × 10⁻⁶/(3 × 0.015) = 133 K.

This estimate keeps the loop fixed. With P_r and E_c falling on heating, the self-consistent rise is smaller; a substrate that itself warms up makes it larger. Either way, the 2 K describes a single cycle and not continuous operation.

**Variation 2: a rounded loop**

*The remanence and coercive field are unchanged, but the rising and falling branches are P_s tanh[(E − E_c)/b] and P_s tanh[(E + E_c)/b], with b = 0.025 MV/cm. The peak field is raised to 0.5 MV/cm, so that the drive saturates the film. What is the heating?*

The work ∮E dP is the area between the falling and the rising branch. The integral of tanh(x/b) is b ln cosh(x/b), which tends to |x| − b ln 2 at large |x|. The difference of the two branches therefore integrates to

w = P_s[2E_c − (−2E_c)] = 4P_sE_c.

At zero field the falling branch gives P_r = P_s tanh(E_c/b), so

w = 4P_rE_c/tanh(E_c/b).

Here E_c/b = 2 and tanh 2 = 0.964. Dividing w by c as before gives 2.07 K, which is 0.07 K above the square loop. For b → 0 the square result returns. This is the loop term only. In a real film 0.5 MV/cm is half the rough breakdown field, and the dielectric loss estimated above, which grows as E₀², would be near 0.5 K, larger than the effect of rounding. For this loop shape, rounding at fixed P_r and E_c increases the heat because the saturation polarization must then exceed the remanence.

All numerical values are calculated from the stated model.
